# Why axial strain widens some zigzag nanotube gaps and narrows others

Suppose one tries to predict the effect of tension on a semiconducting nanotube from a single idea: stretched bonds have weaker hopping, so the energy scale of the bands falls and the gap falls with it. If 1 % of strain weakens every hopping by 3 %, a gap of 0.6 eV should drop by about 0.02 eV, whichever tube is used. For two zigzag tubes of nearly equal diameter, the model worked out below gives instead a rise of 0.14 eV in one and a fall of 0.14 eV in the other. A channel designed by the first argument would have the wrong size of response in both cases and the wrong sign in one. What the argument misses is that axial strain makes the bonds unequal, and unequal bonds move the Dirac points.

## The tube and its quantization lines

Take a honeycomb sheet with one orbital per atom, bond length $d_0$ and nearest-neighbour hopping. Roll it into a zigzag tube $(n,0)$, with $x$ around the tube and $y$ along its axis. The circumference is $C=na$, where $a=\sqrt3\,d_0$. Each atom has one bond along the axis, with hopping $t_1$, and two inclined bonds, with hopping $t_2$. Curvature and electron-electron interaction are left out for now.

Under axial strain $\varepsilon$ (positive in tension), axial lengths are multiplied by $1+\varepsilon$ and circumferential lengths by $1-\nu\varepsilon$, where $\nu$ is the Poisson ratio. From an atom of one sublattice, the bonds are then

$$\big(0,\;d_0(1+\varepsilon)\big),\qquad \big(\pm\tfrac a2(1-\nu\varepsilon),\;-\tfrac{d_0}2(1+\varepsilon)\big).$$

The band energies are $\pm|f|$, where $f$ is the sum of hopping times Bloch phase over these bonds. After removal of a common phase,

$$|f|=\left|t_1+2t_2\cos\varphi\;e^{-i\theta}\right|,\qquad \varphi=\tfrac12k_xa(1-\nu\varepsilon),\quad \theta=\tfrac32k_yd_0(1+\varepsilon).$$

The wave must close on itself around the tube, so $k_xC=2\pi j$ with integer $j$ and $C=na(1-\nu\varepsilon)$. Hence $\varphi=\pi j/n$: the factor $1-\nu\varepsilon$ cancels. If position in $k_x$ is measured by $j=k_xC/2\pi$, the quantization lines stay at the integers whatever the strain.

On one line, put $T_j=2t_2\cos(\pi j/n)$. Then

$$|f|^2=t_1^2+T_j^2+2t_1T_j\cos\theta .$$

This is smallest when $\cos\theta=-1$ for $T_j>0$, or $+1$ for $T_j<0$, which gives $|f|=\big|t_1-|T_j|\big|$. The gap is twice the smallest such value:

$$E_g=2\min_j\Big|\,t_1-2t_2\big|\cos(\pi j/n)\big|\,\Big| .$$

## Where the Dirac point lies

A Dirac point is a zero of $f$ in the sheet, where $j$ may take any real value. With $\theta=\pi$ the condition is

$$\cos\frac{\pi j_D}{n}=\frac{t_1}{2t_2}.$$

Without strain the right side is $1/2$, so $j_D=n/3$. There are two semiconducting families:

- For $n=3q+1$, $j_D=q+\tfrac13$. The nearest line, $j=q$, lies below the Dirac point.
- For $n=3q+2$, $j_D=q+\tfrac23$. The nearest line, $j=q+1$, lies above it.

The distance is $1/3$ in both families; the side is different. A second Dirac point lies at $n-j_D$. Since $j\to n-j$ maps integers to integers and leaves $|\cos(\pi j/n)|$ unchanged, this mirror valley gives the same gap.

## How strain moves it

The axial bond stretches by the fraction $\varepsilon$. For an inclined bond of length $d$, to first order,

$$\frac{d^2}{d_0^2}=\tfrac34(1-\nu\varepsilon)^2+\tfrac14(1+\varepsilon)^2\approx1+\tfrac12(1-3\nu)\varepsilon ,$$

so its fractional stretch is half of the last term, $\tfrac14(1-3\nu)\varepsilon$. Let hopping decay as $t=t_0e^{-\beta(d/d_0-1)}$. Then

$$t_1\approx t_0(1-\beta\varepsilon),\qquad t_2\approx t_0\left[1-\tfrac14\beta(1-3\nu)\varepsilon\right],$$

$$r\equiv\frac{t_1}{t_2}\approx1-\beta\varepsilon\left[1-\tfrac14(1-3\nu)\right]=1-\tfrac34\beta(1+\nu)\varepsilon .$$

Write $\pi j_D/n=\pi/3+\delta\varphi$. Since $\cos(\pi/3+\delta\varphi)\approx\tfrac12-\tfrac{\sqrt3}2\delta\varphi$ must equal $r/2$,

$$\delta\varphi=\frac{2}{\sqrt3}\cdot\frac38\beta(1+\nu)\varepsilon=\frac{\sqrt3}4\beta(1+\nu)\varepsilon,\qquad \delta j_D=\frac{\sqrt3\,n}{4\pi}\beta(1+\nu)\varepsilon .$$

Tension moves this Dirac point upward in $j$ in both families. For $n=3q+1$ it moves away from the line below it; for $n=3q+2$ it moves towards the line above it. Compression reverses both.

Distance in $j$ becomes energy by expanding the gap about the Dirac point, where $t_1=2t_2\cos(\pi j_D/n)$:

$$t_1-2t_2\cos\frac{\pi j}n=2t_2\left[\cos\frac{\pi j_D}n-\cos\frac{\pi j}n\right]\approx\sqrt3\,t_0\,\frac{\pi(j-j_D)}n ,$$

$$E_g\approx\frac{2\sqrt3\,\pi t_0}{n}\,|j-j_D| .$$

This holds at leading order in $1/n$ and for small strain. A larger distance therefore means a wider gap.

## The slope, with its small common part

The slope at zero strain needs no expansion in $1/n$. Let $s=+1$ for $n=3q+1$ and $s=-1$ for $n=3q+2$, and let $c=\cos(\pi j/n)$ on the nearest line. With the line below the Dirac point $2c>r$, and with it above $2c<r$, so in both cases $E_g=2s\,t_2(2c-r)$. Differentiating the product at $\varepsilon=0$, with $E_{g0}$ the unstrained gap,

$$\frac{dE_g}{d\varepsilon}=E_{g0}\frac{d\ln t_2}{d\varepsilon}-2s\,t_0\frac{dr}{d\varepsilon}
=s\,\tfrac32\beta t_0(1+\nu)-\tfrac14\beta(1-3\nu)E_{g0}.$$

The first term comes from the displacement and carries the family sign. The second is the change of the common scale $t_2$ at fixed ratio $r$. The opening argument had only a term of this kind, and made it too large by giving every bond the full axial weakening.

Two limits separate the causes. If $\beta=0$, the tube changes shape but $t_1=t_2=t_0$, and the gap does not change. If the sheet stretches equally in both directions ($\nu=-1$), then $r=1$, the Dirac point stays at $n/3$, and both gaps are multiplied by $e^{-\beta\varepsilon}$. Neither a change of shape at fixed hoppings nor a uniform weakening of bonds can split the families; the inequality of the bonds does. A change of circumference matters only through the hoppings: with $\beta>0$, widening the tube at fixed length weakens $t_2$ alone, raises $r$, and splits the families with the signs opposite to those of axial tension. The same inequality opens a gap in a tube with $n=3q$, whose Dirac point starts on a line: there $2c=1$ and $E_g\approx\tfrac32\beta t_0(1+\nu)|\varepsilon|$, for either sign of strain as long as curvature is neglected. Curvature can give such a tube a small gap beforehand, which strain of one sign first narrows.

## Two neighbouring tubes

Take $(16,0)$ and $(17,0)$, with diameters 1.25 and 1.33 nm, and $d_0=0.142$ nm, $t_0=2.7$ eV, $\beta=3$, $\nu=0.2$. At 1 % tension the Dirac point of $(16,0)$ should move by

$$\delta j_D\approx\frac{\sqrt3\times16}{4\pi}\times3\times1.2\times0.01=0.079 .$$

A root search in the strained sheet gives $5.333\to5.411$. The nearest line is $j=5$, so the distance grows from 0.333 to 0.411. For $(17,0)$ the point moves from 5.667 to 5.749, and its distance from $j=6$ shrinks from 0.333 to 0.251.

The strained hoppings are $t_1=2.620$ eV and $t_2=2.692$ eV, so the gaps are

$$E_g(16,0)=2\,(2\times2.692\cos\tfrac{5\pi}{16}-2.620)\approx0.74\ \text{eV},$$

$$E_g(17,0)=2\,(2.620-2\times2.692\cos\tfrac{6\pi}{17})\approx0.44\ \text{eV}.$$

Without strain they are 0.60 and 0.59 eV. Diagonalizing the complete tubes, atom by atom, gives the same gaps, with changes of $+141$ and $-145$ meV. The distance formula gives 0.76 and 0.43 eV under strain, within 2 % of these gaps.

In the slope, the displacement term is $1.5\times3\times2.7\times1.2=14.6$ eV, or 146 meV per percent of strain. The common term is about $-2$ meV per percent. Their sums are $+144$ and $-148$ meV per percent; the differences from the changes at 1 % are of higher order in strain.

## When the rule stops

As the Dirac point of a $3q+1$ tube leaves line $q$, it approaches line $q+1$. The gaps on the two lines are $2t_2(2c_q-r)$ and $2t_2(r-2c_{q+1})$, with $c_j=\cos(\pi j/n)$. They are equal when $r=c_q+c_{q+1}$, and beyond that strain the second, falling gap is the smaller. For $(16,0)$ the peak comes at 2.4 %, with a gap of 0.93 eV. In a $3q+2$ tube the gap closes when $j_D=q+1$, at 4.3 % for $(17,0)$, and reopens as the Dirac point passes to the other side of the line.

The atoms were also assumed to follow the uniform strain. In fact the two sublattices can slide against each other along the axis. Let a slide $wd_0$ shorten the axial bond, so that the fractional stretches become $\delta_1=\varepsilon-w$ and $\delta_2=\tfrac14(1-3\nu)\varepsilon+\tfrac12w$. With $g=(1+\nu)\varepsilon$, their contrast is

$$D=\delta_1-\delta_2=\tfrac34g-\tfrac32w .$$

The half-angle $\alpha=60^\circ$ between the inclined bonds has tangent $x/y$, where $\delta x/x=-\nu\varepsilon$ and $\delta y/y=\varepsilon+2w$. Hence

$$\delta\alpha=\sin\alpha\cos\alpha\left(\frac{\delta x}x-\frac{\delta y}y\right)=-\tfrac{\sqrt3}4(g+2w).$$

The three bond angles change by $2\delta\alpha$, $-\delta\alpha$ and $-\delta\alpha$, with squares summing to $6\,\delta\alpha^2=\tfrac98(g+2w)^2$. Let $\rho$ be the stiffness against angle change divided by that against fractional stretch. Counting the angles at both atoms, the energy per cell in units of the stretch stiffness is

$$U=\tfrac12(\delta_1^2+2\delta_2^2)+\tfrac98\rho(g+2w)^2 .$$

Setting $dU/dw=0$ gives $D=\tfrac92\rho(g+2w)$. From the definition of $D$, $2w=g-\tfrac43D$, so $D=9\rho g-6\rho D$ and

$$D=\tfrac34g\,\Lambda,\qquad \Lambda=\frac{12\rho}{1+6\rho}.$$

Since $\Lambda>0$ for any positive $\rho$, the direction of the displacement survives. Its size depends on bending stiffness: as $\rho\to0$ the sublattices slide until the bonds are equal and the first-order displacement vanishes. Take $\rho=0.08$, for which the same elastic energy, minimized also over the width of the sheet, gives a Poisson ratio of 0.21, close to the value used here. Then $\Lambda=0.65$, and the gap changes at 1 % become $+89$ and $-96$ meV. The limiting strains given above, found without relaxation, rise roughly by the factor $1/\Lambda$, to nearly 4 % and 7 %.

## Carbon tubes and transistors

The parameters are rough values for carbon nanotubes, and the gaps are model values, not measured ones. Two corrections to the strain response were computed, sublattice relaxation and orbital tilt. Relaxation is the larger: with $\rho=0.08$ it lowers the response by about a third. Curvature tilts neighbouring orbitals; reducing $t_2$ by $\cos(\pi/n)$ to represent this shifts the unstrained gaps by $-115$ and $+82$ meV, but alters the strain changes by less than 1 meV. These shifts are not predictions for real tubes: the same tilt also makes the orbitals overlap partly end-on, which acts in the opposite direction at the same order in $1/n$ and is omitted here. The Coulomb energy at a distance of one diameter, for a relative permittivity of 4, is 0.27 to 0.29 eV, about half the gap, so the absolute gaps are less trustworthy than the sign of the response. In a device, strain may also be transferred incompletely from the substrate; the $\varepsilon$ meant here is that of the tube itself.

For a transistor the gap enters exponentially. With the Fermi level held at midgap and the temperature at 300 K, the thermal factor $e^{-E_g/2k_BT}$ changes at 1 % tension, without sublattice relaxation, by a factor of 0.065 in $(16,0)$ and 17 in $(17,0)$.

Tunnelling between the bands responds in the same sense. Near the band edge $E^2=(E_g/2)^2+(\hbar vk)^2$, with $k$ measured from the band edge and $v$ a constant velocity. Expanding $|f|^2$ about its minimum on the nearest line gives $\hbar v=\tfrac32d_0(1+\varepsilon)\sqrt{t_1T_j}$. Inside the gap the wave therefore decays at the rate $\kappa=\sqrt{(E_g/2)^2-E^2}/\hbar v$. In a uniform field $F$, $dE=eF\,dx$, and the tunnelling exponent is

$$2\int\kappa\,dx=\frac{2}{eF\hbar v}\int_{-E_g/2}^{E_g/2}\sqrt{(E_g/2)^2-E^2}\,dE=\frac{\pi E_g^2}{4eF\hbar v},$$

because the integral is the area of a half-disc of radius $E_g/2$. At a fixed field of 0.5 MV/cm and 1 % tension, again without sublattice relaxation, it rises from 9.3 to 14.3 in $(16,0)$ and falls from 9.9 to 5.7 in $(17,0)$. Within this model and below the limiting strains, tension therefore suppresses both leakage paths in the first tube and enhances both in the second. In a channel containing both families the tubes respond in opposite senses, but the effects do not cancel: leakage adds in parallel and is dominated by the tube whose gap narrows. For equal numbers of $(16,0)$ and $(17,0)$, without relaxation, the summed thermal factor rises about ninefold at 1 % tension and sevenfold at 1 % compression. All of this concerns zigzag tubes; other chiralities were not treated. The remaining values are in the numerical output.

## Calculated quantities

```
bond length 0.142 nm, hopping t0 2.70 eV
decay beta 3.0, Poisson ratio 0.20 (no unit)
axial strain 1.0 %
strained hoppings: axial 2.6202 eV, inclined 2.6918 eV
strained hopping ratio t1/t2 0.9734
--- tube (16,0): diameter 1.253 nm, nearest line j = 5
Dirac index: unstrained 5.3333, strained 5.4112
linear estimate of index shift 0.0794
distance to line: 0.3333 -> 0.4112
gap unstrained 0.6002 eV
gap in tension 0.7415 eV, change +141.4 meV
gap in compression 0.4535 eV, change -146.7 meV
gap from distance: 0.6122 -> 0.7552 eV
initial slope +144.0 meV per % strain
common rescaling part -1.80 meV per % strain
gap change with relaxed sublattices +89.1 meV
orbital misalignment: gap shift -115.3 meV
strain change with misalignment +141.7 meV
Coulomb scale at one diameter 0.287 eV
half-gap Boltzmann factor ratio 0.0649
tunnelling exponent: 9.33 -> 14.34
--- tube (17,0): diameter 1.331 nm, nearest line j = 6
Dirac index: unstrained 5.6667, strained 5.7494
linear estimate of index shift 0.0844
distance to line: 0.3333 -> 0.2506
gap unstrained 0.5860 eV
gap in tension 0.4410 eV, change -145.0 meV
gap in compression 0.7362 eV, change +150.2 meV
gap from distance: 0.5761 -> 0.4331 eV
initial slope -147.6 meV per % strain
common rescaling part -1.76 meV per % strain
gap change with relaxed sublattices -96.4 meV
orbital misalignment: gap shift +82.0 meV
strain change with misalignment -145.2 meV
Coulomb scale at one diameter 0.270 eV
half-gap Boltzmann factor ratio 16.5
tunnelling exponent: 9.93 -> 5.66
--- limits and sizes
(16,0) gap peaks at strain 2.37 %, gap 0.9268 eV
(17,0) gap closes at strain 4.28 %
stiffness ratio rho 0.08, contrast factor 0.649
sublattice displacement 0.299 pm
temperature 300 K, thermal energy 25.85 meV
field 0.50 MV/cm, relative permittivity 4.0
```
